Newton Iteration for the Self-Bias of a Two-Sheath RF Circuit

**What symmetry and dimensions fix**

A plasma touches two electrodes. Electrode 1, of area A₁, is driven by a source V_s = V₀ sin ωt through a blocking capacitor C_b. Electrode 2, of area A₂, is grounded. The capacitor passes no steady current, so the driven electrode settles at an average potential V_dc, the self-bias, at which it collects no net charge over a cycle.

Treat the plasma as an equipotential, neglecting the voltage across its bulk. Let u₁ and u₂ be the voltage drops from the plasma to the two electrodes, and V_c the capacitor voltage, counted so that electrode 1 has potential V_s + V_c. Then

u₂ − u₁ = V_s + V_c.

Exchange the labels 1 and 2 and shift time by half a period. The left side changes sign, and so does V_s under the shift. The equation is restored if V_c also changes sign. Hence exchanging the two areas reverses the bias, and equal areas give zero bias if the periodic state is unique.

For planar sheaths, whose charges and currents are proportional to area, dimensions restrict the answer further. Let T be the electron temperature in volts, n the sheath-edge density, M and m the ion and electron masses. The natural sheath charge per area is √(ε₀enT), and the ion current density is J_i = en√(eT/M). The ion charge arriving in a time 1/ω, relative to the natural sheath charge, is

J_i/(ω√(ε₀enT)) = √(e²n/(ε₀M))/ω = ω_pi/ω,

where ω_pi is the ion plasma frequency. With r = A₂/A₁ and the capacitance scale C₀ = √(A₁A₂) √(ε₀en/T), the bias must have the form

V_dc = V₀ F(r, V₀/T, ω_pi/ω, C_b/C₀, M/m), with F(1/r, …) = −F(r, …).

Finding F requires the nonlinear periodic orbit.

**A tiny example: one electrode, two instants**

Ions arrive at a constant rate. Electrons are repelled by the sheath voltage, so the ratio of electron to ion current is

ρ = exp[(V_f − u)/T].

Here V_f is the floating voltage, at which the two currents cancel. Suppose u spends half the cycle at U + a and half at U − a. Averaging gives

⟨ρ⟩ = e^{(V_f−U)/T} · ½(e^{−a/T} + e^{a/T}) = e^{(V_f−U)/T} cosh(a/T).

Zero net current means ⟨ρ⟩ = 1. Two residuals express this condition, and Newton's method treats them very differently.

The raw current residual is R = 1 − ⟨ρ⟩. Its slope is dR/dU = ⟨ρ⟩/T, so the Newton step is

ΔU = −R/(dR/dU) = −T(1 − ⟨ρ⟩)/⟨ρ⟩.

Take ⟨ρ⟩ = 1/10, which means that U is too large. The step is −9T, whereas the change needed is −T ln 10, about −2.3T. After the overshoot ⟨ρ⟩ = e⁹/10, and the next step is T(1 − 10e⁻⁹), slightly less than T. The iteration then climbs back by about one T at a time. The flatter the ion-saturated side, the larger the overshoot.

The logarithmic residual is

g = ln⟨ρ⟩ = (V_f − U)/T + ln cosh(a/T).

It is linear in U with slope −1/T. The step ΔU = Tg therefore lands on the root at once:

U = V_f + T ln cosh(a/T).

**The same example with two electrodes**

Let the voltages have fixed shapes w₁(t) and w₂(t) of zero mean, with w₂ − w₁ = V_s, and write

u₁ = p − b + w₁, u₂ = p + w₂.

Here p is a plasma potential and b a constant capacitor voltage. With L_k = ln⟨e^{−w_k/T}⟩ the residuals are

g₁ = (V_f − p + b)/T + L₁, g₂ = (V_f − p)/T + L₂.

Setting g₂ = 0 gives p = V_f + TL₂. Setting g₁ = 0 then gives b = p − V_f − TL₁ = T(L₂ − L₁), or

V_dc = T ln[⟨e^{−w₂/T}⟩/⟨e^{−w₁/T}⟩].

This formula survives in the full problem. Any periodic orbit with zero mean current at both electrodes can be split into means and shapes w_k, and its mean voltages then satisfy the same two conditions. V_f cancels because both electrodes see the same plasma. The formula is not yet a solution, because the shapes themselves depend on the bias through the sheath capacitances.

It does give the weak-drive limit. For |w_k| ≪ T, the zero mean of w_k leaves ln⟨e^{−w_k/T}⟩ ≈ ⟨w_k²⟩/(2T²), so

V_dc ≈ (⟨w₂²⟩ − ⟨w₁²⟩)/(2T).

The shapes are proportional to V₀ at leading order. The bias therefore starts as V₀²/T, and the electrode with the larger voltage swing becomes the more negative one.

**Sheath charge and current**

To let the shapes respond, the charge stored in each sheath is needed. Take uniform ions of density n and Boltzmann electrons. Let ψ ≥ 0 be the potential drop from the plasma, with ψ and its slope zero deep in the plasma. Poisson's equation is

ε₀ψ″ = en(1 − e^{−ψ/T}).

Multiply by ψ′ and integrate from the plasma to the wall, where ψ = u:

½ε₀E² = en[u − T(1 − e^{−u/T})].

The field E points toward the electrode. By Gauss's law the sheath holds the positive charge per area q = ε₀E, and the electrode surface holds −q. Hence

q(u) = √{2ε₀en[u − T(1 − e^{−u/T})]}, for u ≥ 0,

with a negative root for u < 0. Differentiating q² gives 2q dq/du = 2ε₀en(1 − e^{−u/T}), so the capacitance per area is

c = dq/du = ε₀en(1 − e^{−u/T})/q > 0.

The uniform ion density is a strong simplification: ions accelerated at constant flux would thin out toward the wall. Without collisions, ions that enter at the Bohm speed √(eT/M) and fall through a steady potential drop ψ thin by the factor √(1 + 2ψ/T), which is about 12 for 209 V at T = 3 V. The bias values computed below therefore illustrate the method and are not predictions for a real reactor.

The ion flux is held at the Bohm value. The model is meant for ω well above ω_pi, where ions respond mainly to the average field. The random electron flux at the sheath edge is n√(eT/(2πm)). Dividing it by the ion flux n√(eT/M) gives √(M/(2πm)), so

V_f = T ln√(M/(2πm)).

Counting current as positive from plasma to electrode, the conduction current is

I_k = A_k J_i(1 − ρ_k).

For u < 0 the electron flux would saturate, while this exponential keeps growing. The model is therefore trustworthy only on orbits where both sheath voltages stay positive.

**Two charges that only conduction can change**

The total current to electrode k is I_k + A_k dq_k/dt, the second term being displacement current. The current reaching electrode 1 charges the capacitor:

C_b dV_c/dt = I₁ + A₁ dq₁/dt.

The neutral bulk stores no charge, so the total currents to the two electrodes add to zero. Moving the displacement terms to the left gives

X = C_bV_c − A₁q₁, dX/dt = I₁,
Y = A₁q₁ + A₂q₂, dY/dt = −(I₁ + I₂).

X is the charge on the isolated conductor between capacitor and plasma. Y is the total charge in the sheaths. If both return after a period P, both mean conduction currents vanish.

The converse also holds. If both mean currents vanish, X and Y return. At a given source voltage they determine u₁ and u₂ uniquely, because fixed X gives

u₂ = u₁ + V_s + (X + A₁q₁)/C_b,

which rises with u₁. Then Y = A₁q₁ + A₂q₂ also rises strictly with u₁, so a given Y allows one value. Zero mean current at both electrodes is thus equivalent to periodicity.

**One time step and its derivative**

Divide the period into N steps of length h = P/N. The trapezoidal rule reads

X_{j+1} − X_j = (h/2)(I₁,j+1 + I₁,j),
Y_{j+1} − Y_j = −(h/2)(I₁,j+1 + I₂,j+1 + I₁,j + I₂,j).

Summing over a cycle cancels the intermediate charges, so

X_N − X_0 = P A₁J_i(1 − ⟨ρ₁⟩),

where ⟨ ⟩ is now the trapezoidal mean, with half weight at the two ends. The sum for Y is −P J_i[A₁(1 − ⟨ρ₁⟩) + A₂(1 − ⟨ρ₂⟩)]. The equivalence of periodicity and zero mean current therefore holds for the discrete orbit too, at any N.

Each step requires the new u₁ and u₂. Since dI_k/du_k = A_kJ_iρ_k/T, define

k_k^± = A_k[c_k ± (h/2)J_iρ_k/T].

Collect the new values on the left and the old ones on the right, and differentiate. With rows separated by semicolons, this gives

K⁺_{j+1} δu_{j+1} = K⁻_j δu_j,
K^± = [−(C_b + k₁^±), C_b; k₁^±, k₂^±].

The source voltage is prescribed and drops out. The matrix to be inverted has determinant

det K⁺ = −(C_b + k₁⁺)k₂⁺ − C_bk₁⁺ < 0,

so the linear solve within a step cannot be singular. Multiplying the matrices (K⁺_{j+1})⁻¹K⁻_j in time order gives the sensitivity S_j, defined by δu_j = S_jδu_0.

**The Newton bias update in general**

The unknowns are the capacitor voltage b and the plasma potential p at the start of a cycle. Since V_s(0) = 0,

u₁(0) = p − b, u₂(0) = p.

Changes of (b, p) enter through the matrix B = [−1, 1; 0, 1]. Differentiating g_k = ln⟨ρ_k⟩, with dρ_k = −ρ_k du_k/T, gives row k of the Jacobian:

J_k = −⟨ρ_k (SB)_k⟩/(T⟨ρ_k⟩).

It is an average of the voltage sensitivity, weighted by the electron current. For rigid waveforms S is the identity, and the tiny example returns. Solving JΔ = −g by determinants gives

Δb = (−g₁J₂₂ + g₂J₁₂)/det J,
Δp = (−g₂J₁₁ + g₁J₂₁)/det J.

As a check, rigid waveforms have J = (1/T)[1, −1; 0, −1] and det J = −1/T². Then Δb = T(g₂ − g₁) and Δp = Tg₂, which lead to the root found by hand.

The algorithm for these sheath laws is:

1. Choose b and p so that both sheath voltages stay well above zero. The choice b = 0, p = V₀ serves in the example below.
2. Integrate one cycle and evaluate g₁ and g₂. Stop if both are below the tolerance.
3. Multiply the step matrices, form J, and compute Δb and Δp.
4. Try the full step. Halve it until both starting sheath voltages exceed T and the largest |g_k| falls. Stop if both |g_k| of the accepted orbit are below the tolerance; otherwise return to item 3 with it.

Halving can succeed because a fraction λ of the Newton step changes g to (1 − λ)g plus terms of order λ². This guards a distant start but does not prove convergence from every start.

Near the root convergence is quadratic if J is invertible. There ⟨ρ_k⟩ = 1, and the summed charge balances give

δX_N − δX_0 = −P A₁J_i δg₁,
δY_N − δY_0 = P J_i(A₁δg₁ + A₂δg₂).

The left sides equal K(S_N − 1)δu_0, where K = ∂(X, Y)/∂(u₁, u₂) has the same value at both ends of a periodic orbit and is invertible. The right sides are an invertible combination of δg₁ and δg₂. Thus J fails to be invertible only if S_N has an eigenvalue equal to 1. These eigenvalues, the Floquet multipliers, are the factors by which small deviations shrink per cycle.

**Why plain cycling is slow**

Without Newton, one integrates cycle after cycle. For large C_b the capacitor voltage follows

C_b dV_c/dt ≈ ⟨I₁⟩ ≈ −Γ δV_c,

so the slow multiplier is μ ≈ exp(−PΓ/C_b), and the number of cycles per e-fold, C_b/(PΓ), grows in proportion to C_b.

Rigid waveforms give an estimate of Γ. Write i_k = A_kJ_i. Near balance ⟨I_k⟩ = i_kδu_k/T. Once Y has settled, the two currents sum to zero, so δu₂ = −δu₁i₁/i₂ and δV_c = δu₂ − δu₁ = −δu₁(i₁ + i₂)/i₂. Therefore

Γ_rigid = i₁i₂/[T(i₁ + i₂)].

The logarithmic residual measures current balance, not the change of V_c per cycle. That change shrinks as 1/C_b and would make a poor measure of convergence for a large capacitor.

**A worked case**

Take n = 2.0 × 10¹⁵ m⁻³, T = 3 V, ions of mass 40 u, a frequency of 13.56 MHz and V₀ = 300 V. The areas are 100 and 200 cm², and C_b = 1 nF. The rf frequency is 9.1 times the ion plasma frequency, in line with the constant ion flux. The flux ratio √(M/(2πm)) is 107.7, so V_f = 3 V × ln 107.7 = 14.0 V.

The start b = 0, p = 300 V puts 300 V across each sheath. Few electrons reach the electrodes, and the largest |g| is 62.8. The logarithmic residual gives a first bias step of −98.3 V. The raw residual would give −7 × 10²⁷ V, the overshoot of the tiny example on a grand scale.

The largest |g| then falls through 6.4, 1.2, 0.20, 9.9 × 10⁻³ and 2.6 × 10⁻⁵ to 1.8 × 10⁻¹⁰. For the last step, 1.8 × 10⁻¹⁰/(2.6 × 10⁻⁵)² ≈ 0.27; for the step before it, 2.6 × 10⁻⁵/(9.9 × 10⁻³)² ≈ 0.27 as well. A constant ratio of this kind is the mark of quadratic convergence.

The final b is −149.9 V, while the self-bias is −150.8 V. They differ because b is the capacitor voltage at one instant and V_dc is its cycle average. The latter equals the difference of the mean sheath voltages, 57.95 V − 208.76 V ≈ −150.8 V. An adaptive integration of the voltage equations from the unbiased start gives the same −150.8 V, and so does the waveform formula evaluated on that orbit. Halving the time step twice changes the bias by amounts in the ratio 4.0, as expected of a second-order rule.

The sheath minima are 6.3 V at the powered and 8.6 V at the grounded electrode. Both are positive, so the electron law is used within its range. Both lie below V_f, because brief electron pulses must balance a whole cycle of ion current. At its minimum the powered sheath passes an electron current 107.7 e^{−6.29/3} ≈ 13 times the ion current.

**Cost**

Newton integrated 7 cycles, plus a sensitivity calculation for each update. Plain cycling from the same start needed 518 cycles to bring the largest |g| below 10⁻⁷. Its final decay factor per cycle, 0.9598, matches the slow Floquet multiplier. With 2 nF the counts are 1018 and 7.

With 100 nF Newton again needs 7 cycles, while a deviation under plain cycling takes 2388 cycles to fall by a factor e. Reducing |g| from 1 to 10⁻⁷ would take ln 10⁷ ≈ 16.1 such times, or about 38,000 cycles. This is an extrapolation of the linear tail, not a completed run.

The same decay time gives Γ = 10⁻⁷ F/(2388 × 73.75 ns) ≈ 0.57 mS. The ion currents are 8.62 and 17.24 mA, so the rigid estimate is (8.62 × 17.24/25.86) mA/3 V ≈ 1.9 mS, more than three times larger. The sheath waveforms evidently change shape with the bias, and the sensitivity matrices account for this.

**The strong-drive limit**

For u ≫ T the charge law becomes q² ≈ 2ε₀enu. Suppose also that ω ≫ ω_pi, so that Y hardly changes during a cycle, that C_b is large, and that each sheath collapses to zero when the other is widest. Then A₁q₁,max = A₂q₂,max = Y, and

u₁,max/u₂,max = (A₂/A₁)² = r².

With V_c = V_dc constant, the extremes of u₂ − u₁ = V_dc + V_s give

u₂,max = V_dc + V₀, −u₁,max = V_dc − V₀.

Subtracting the second from the first gives u₁,max + u₂,max = 2V₀, and adding them gives V_dc = (u₂,max − u₁,max)/2. Inserting the ratio r²,

V_dc ≈ −V₀(r² − 1)/(r² + 1).

The result changes sign under r → 1/r, as symmetry demands. The exponent 2 belongs to the uniform ion density, taken equal at both electrodes. In a real reactor the ion profile changes the charge law, and the two densities may differ, so this area law should not be carried over unchanged. For r = 2 it is −300 V × 3/5 = −180 V. The computed bias at 100 nF is −155.6 V, smaller in magnitude by 14% of the estimate.

The 1 nF orbit suggests where the estimate fails. Its maxima are 453.2 and 147.5 V, a ratio of 3.1, not 4. Measure charge by √[u − T(1 − e^{−u/T})] times relative area, and assume that each maximum coincides with the other sheath's minimum. When the powered sheath is widest, the charges are 21.22 + 4.80 = 26.02; when the grounded sheath is widest, they are 1.91 + 24.04 = 25.95, in units of √V. The coincidence is only approximate, and two instants do not show that Y is constant; over the whole cycle the total varies between about 25.4 and 26.4, or 4%, so constant Y is a fair approximation here. Complete collapse is not: the grounded sheath retains nearly a fifth of the charge at its minimum. The effect can be sized by holding Y and V_c constant and equating the total charge at the two extremes. With the full charge law and both minima set to zero, this gives −178 V; with minima near 6.2 and 8.6 V it gives about −155 V, close to the value at 100 nF. The two residual charges act in opposite directions: that of the grounded sheath alone would give about −132 V, that of the powered sheath alone about −199 V.

For equal areas the computed bias is below 10⁻⁶ V in magnitude, zero within the solver tolerance. The numerical output below lists the full iteration history.

**Where the method needs changing**

An inductor in the external circuit adds its current as a state variable, and the periodicity conditions must then include it. The inertia of the electrons in the plasma bulk acts like such an inductor and their collisions like a resistor; both are neglected here. If ω approaches ω_pi, the ion flux and density follow the sheath motion and need equations of their own. If a sheath voltage becomes negative, the electron law must saturate. In each case the approach of integrating one cycle, carrying its sensitivities and solving for a periodic orbit remains available, but the two residuals used here may no longer suffice.

Values computed for the example and the checks

```
sheath-edge density: 2.0e+15 m^-3
electron temperature: 3.0 V; ion mass: 40 u
frequency: 13.56 MHz; period: 73.75 ns
source amplitude: 300 V; steps per cycle: 300
areas: 100 and 200 cm^2
rf / ion plasma frequency: 9.12
ion current density: 0.8620 A/m^2
ion currents: 8.620, 17.240 mA
electron/ion flux ratio at u=0: 107.73
floating sheath voltage: 14.039 V
Newton history at 1 nF: iteration, b (V), p (V), largest |g|
   0     0.0000   300.0000 6.278e+01
   1   -98.3310    87.8249 6.391e+00
   2  -131.1443    53.8227 1.247e+00
   3  -145.7838    43.6807 2.040e-01
   4  -149.6559    41.5216 9.877e-03
   5  -149.8626    41.4058 2.605e-05
   6  -149.8632    41.4055 1.837e-10
first bias step, log residual: -98.33 V
first bias step, raw current residual: -7.24e+27 V
self-bias at 1 nF, 300 steps: -150.8017 V
self-bias, 600 and 1200 steps: -150.8016, -150.8016 V
ratio of successive step-size changes: 4.001
self-bias, adaptive integration: -150.8015 V
self-bias, waveform identity: -150.8015 V
cycle return mismatch: 1.4e-09 V
powered sheath min, mean, max: 6.29, 208.76, 453.21 V
grounded sheath min, mean, max: 8.58, 57.95, 147.50 V
peak electron/ion ratios: 13.25, 6.17
Floquet multipliers at 1 nF: 0.95981, 0.09216
plain-cycling tail rate at 1 nF: 0.95981
tolerance on largest |g| for cycle counts: 1e-07
cycles at 1 nF, plain and Newton: 518, 7
cycles at 2 nF, plain and Newton: 1018, 7
Newton cycles at 100 nF: 7
slow multiplier at 100 nF: 0.999581
tail e-folding at 100 nF: 2388 cycles
self-bias at 100 nF: -155.567 V
collapsed-sheath estimate: -180.0 V
self-bias for equal areas: 6.6e-08 V
```
